# Why More Beam Current Blurs Electron-Beam Lithography Even with Perfect Lenses

## Definitions and conventions

A focused electron beam leaves the last lens of a lithography column and travels a distance \(f\) to the wafer. The lens has no aberrations: without interactions, every electron would reach the same image point. The convergence half-angle is \(\alpha\ll1\), so the beam fills a disc of radius \(R=\alpha f\) at the lens. Electrons cross this disc uniformly and at independent random times (a Poisson process) with mean current \(I\).

SI formulas are used, with lengths quoted in nm, µm or mm. The electron has mass \(m\), charge magnitude \(e\), speed \(v\) and Lorentz factor \(\gamma\). Two quantities carry the physics:

\[
r_c=\frac{e^2}{4\pi\varepsilon_0\,\gamma^2mv^2},\qquad
N=\frac{I\alpha f}{e\gamma v}.
\]

The length \(r_c\) measures the Coulomb interaction against the beam's motion. To read \(N\), go to the frame moving with the beam. The laboratory line density \(I/(ev)\) becomes \(\lambda=I/(e\gamma v)\), because axial separations are longer there by \(\gamma\). Hence \(N=\lambda R\) is the mean number of electrons in a beam length equal to the lens-plane radius.

Blur is measured by \(d_{50}\), the diameter of the circle around the undisturbed image point that holds half the electrons. The rms radius will turn out to be infinite in this model. Unless stated otherwise, \(d_{50}\) refers to an electron that starts on the axis.

The claim concerns a fixed column: \(\alpha\), \(f\) and the energy stay the same while \(I\) changes. It takes the form

\[
d_{50}=\frac{2r_c}{\alpha^2}\,\Phi(N),
\]

with \(\Phi\) a growing function found below.

## The contribution of one neighbour

In the moving frame the flight lasts \(T=f/(\gamma v)\), and axial motion is neglected. Let \(u\) be the fraction of the flight still to come, falling from 1 to 0. Two electrons aimed at one point, with transverse separation \(x\) at the lens, have separation \(ux\) later. Their axial separation \(z\) stays constant. The transverse repulsion is

\[
F=\frac{e^2}{4\pi\varepsilon_0}\,\frac{ux}{(u^2x^2+z^2)^{3/2}} .
\]

An impulse \(F\,dt\) changes the transverse velocity by \(F\,dt/m\). This velocity acts for the remaining time \(uT\), and a time interval has length \(T\,du\). To first order, with forces evaluated on the undisturbed paths, the displacement at the wafer is

\[
\delta=\frac{e^2T^2}{4\pi\varepsilon_0m}\int_0^1\frac{u^2x\,du}{(u^2x^2+z^2)^{3/2}} .
\]

The prefactor is \(C=r_cf^2\), since \(T^2=f^2/(\gamma^2v^2)\). Put \(s=ux/|z|\) and \(q=x/|z|\). The numerator becomes \(u^2x\,du=|z|^3s^2ds/x^2\) and the denominator \(|z|^3(1+s^2)^{3/2}\), so

\[
\delta=\frac{C}{x^2}\int_0^q\frac{s^2\,ds}{(1+s^2)^{3/2}} .
\]

Writing \(s^2=(1+s^2)-1\) splits the integrand into \((1+s^2)^{-1/2}-(1+s^2)^{-3/2}\), whence

\[
\delta=\frac{C}{x^2}\,g(q),\qquad
g(q)=\operatorname{arcsinh}q-\frac{q}{\sqrt{1+q^2}} .
\]

The displacement points away from the neighbour. A neighbour far ahead or behind has \(q\ll1\) and \(g\simeq q^3/3\), so its effect falls as \(1/|z|^3\).

With many neighbours, first-order displacements add as vectors. This needs path changes small compared with separations: in the example below, typically nanometres against a nearest axial gap of about 10 µm. It can fail for rare close pairs. The sum was tested against the full motion of eight groups of 40 electrons, at the example's density and with aim points spread over a spot of radius 0.25 µm. The median deviation was 0.4% of the summed displacement.

## The smooth contribution: a shift of focus

Average first over the neighbours' axial positions. For fixed \(x\), put \(|z|=x/q\), so \(|dz|=x\,dq/q^2\), and count both sides:

\[
\int_{-\infty}^{\infty}\delta\,dz=\frac{2C}{x}\int_0^\infty\frac{g(q)}{q^2}\,dq .
\]

Integrate by parts. The boundary term \(-g/q\) vanishes at both ends, because \(g/q\) goes as \(q^2/3\) at small \(q\) and as \(\ln(2q)/q\) at large \(q\). With \(g'=q^2/(1+q^2)^{3/2}\), the remaining integral is

\[
\int_0^\infty\frac{q\,dq}{(1+q^2)^{3/2}}=1 .
\]

Each transverse position thus acts like a line charge with field \(2C/x\) per unit line density, whose flux through a surrounding circle is \(4\pi C\). For an electron starting at radius \(x_0\), the line density enclosed is \(\lambda x_0^2/R^2\). Gauss's law in the plane gives

\[
2\pi x_0\,\bar\Delta=4\pi C\lambda\frac{x_0^2}{R^2}
\quad\Rightarrow\quad
\bar\Delta=\frac{2C\lambda}{R^2}\,x_0 .
\]

The mean displacement is outward and proportional to \(x_0\). A ray converging with slope \(x_0/f\) therefore meets the axis farther downstream by

\[
\Delta f=\frac{\bar\Delta}{x_0/f}=\frac{2C\lambda f}{R^2}=\frac{2Nr_c}{\alpha^3},
\]

using \(C/R^2=r_c/\alpha^2\) and \(\lambda f=N/\alpha\). This is the same for every \(x_0\): a pure defocus, which a slightly stronger lens removes.

The deviations from this mean are another matter. Two electrons that start at the same \(x_0\) at different times have different neighbours and receive different displacements. A static lens treats them alike, so no static lens, however perfect, can bring both to the same point.

## The random contribution

For an on-axis electron the mean displacement is zero by symmetry, which isolates the random part. Divide the beam into small cells \(dV\). With volume density \(n=\lambda/(\pi R^2)\), a cell holds a neighbour with probability \(n\,dV\). It multiplies the average of \(e^{i\mathbf k\cdot\boldsymbol\Delta}\) by \(1+n\,dV(e^{i\mathbf k\cdot\boldsymbol\delta}-1)\). The product over independent cells is an exponential, and averaging over directions turns \(e^{i\mathbf k\cdot\boldsymbol\delta}\) into the Bessel function \(J_0(k\delta)\):

\[
\varphi(k)=\exp\Big\{-n\int[1-J_0(k\delta)]\,dV\Big\}.
\]

Now scale lengths by \(R\): \(x=R\rho\) and \(|z|=R\rho/q\). Counting both axial sides,

\[
n\,dV=\frac{\lambda}{\pi R^2}\,(2\pi R^2\rho\,d\rho)\Big(2R\rho\,\frac{dq}{q^2}\Big)=4N\rho^2d\rho\,\frac{dq}{q^2}.
\]

With \(K=kC/R^2\) this gives \(\varphi=e^{-Nh(K)}\), where

\[
h(K)=4\int_0^\infty\frac{dq}{q^2}\int_0^1\rho^2\Big[1-J_0\Big(\frac{Kg(q)}{\rho^2}\Big)\Big]d\rho .
\]

The function \(h\) contains no beam parameter. To find the fraction of electrons inside radius \(r\), invert the transform, \(p(r)=(2\pi)^{-1}\int_0^\infty kJ_0(kr)\varphi(k)\,dk\), and integrate over the disc with \(\int_0^r r'J_0(kr')\,dr'=rJ_1(kr)/k\):

\[
P(<r)=\int_0^\infty rJ_1(kr)\varphi(k)\,dk=\int_0^\infty J_1(y)\,\varphi(y/r)\,dy .
\]

Setting \(P=\tfrac12\) defines the median radius. Measured in units of \(C/R^2=r_c/\alpha^2\), it depends on \(N\) alone and is \(\Phi(N)\). This proves the form stated at the start, within one further assumption: all neighbours were placed at the same stage \(u\) of convergence and counted at any axial distance. That requires the axial distances that matter, of order \(R\) or \(R/N\), whichever is larger, to be small against \(f\), so both \(\alpha\ll1\) and \(N\gg\alpha\) are needed. Evaluated at 33 logarithmically spaced values of \(N\) from \(10^{-3}\) to \(10^5\), \(\Phi\) rises at every step.

### Dense beam, \(N\gg1\)

Here \(\varphi\) has decayed before \(K\) becomes large, so small \(K\) matters. Put \(y=Kg/\rho^2\). Then \(\rho=(Kg/y)^{1/2}\), and apart from the reversed limits \(\rho^2d\rho=\tfrac12(Kg)^{3/2}y^{-5/2}dy\), with \(y\) running from \(Kg\) to infinity. As \(K\to0\) the lower limit goes to zero:

\[
h\to2MG\,K^{3/2},
\]
\[
M=\int_0^\infty\frac{1-J_0(y)}{y^{5/2}}dy=0.930,\qquad
G=\int_0^\infty\frac{g^{3/2}}{q^2}dq=1.117 .
\]

Now \(K\) enters \(\varphi\) only as \(N^{2/3}K\), so displacements scale as \(N^{2/3}\). The median is

\[
\Phi\to2.70\,N^{2/3}.
\]

In this limit the blur comes mainly from near neighbours in three dimensions, which explains the power of \(N\): their distance scales as \(n^{-1/3}\) and their push as the inverse square of that distance.

The same form explains the choice of a median. The expected number of neighbours giving a displacement above \(D\) falls as \(D^{-3/2}\) at large \(D\). The mean square then contains \(\int D^2D^{-5/2}dD\), which diverges. Large displacements come from close encounters, where first-order theory is weakest, so the divergence belongs to this model.

### Dilute beam, \(N\ll1\)

Neighbours are now typically much farther away along the beam than across it, and \(\delta\simeq Cx/(3|z|^3)\). With \(\zeta=|z|/R\), put \(y=K\rho/(3\zeta^3)\), so that \(|d\zeta|=\tfrac13(K\rho/3)^{1/3}y^{-4/3}dy\). The disc average of \(\rho^{1/3}\) is \(\int_0^12\rho^{4/3}d\rho=6/7\), and two axial sides contribute:

\[
h\to\frac{4}{7}\Big(\frac K3\Big)^{1/3}\int_0^\infty\frac{1-J_0(y)}{y^{4/3}}dy=1.148\,K^{1/3}.
\]

Since \(N\) and \(K\) now appear as \(NK^{1/3}\),

\[
\Phi\to5.13\,N^3 .
\]

The nearest neighbour sits at a distance of order \(1/\lambda\), and its effect falls as the cube of that distance. Lowering the current is therefore much more effective in a dilute beam than in a dense one. For a real column this law holds only for \(\alpha\ll N\ll1\). When \(N\) approaches \(\alpha\) (about 0.5 nA in the example below), the nearest neighbour is as far away as the section is long, and the blur drops below \(5.13\,N^3\). The damped inversion behind the numerical output gives both limit constants 0.1 to 0.2% high (2.706 and 5.143).

## Weighing the parts at 1 µA

Take 50 keV, \(\alpha=5\) mrad, \(f=40\) mm and a current of 1 µA. The beam radius at the lens is \(R=200\) µm. The mean axial spacing is 19.82 µm in the laboratory and \(1.0978\times19.82=21.76\) µm in the moving frame, so

\[
N=\frac{200}{21.76}=9.19,\qquad
\frac{r_c}{\alpha^2}=\frac{13.73\ \text{fm}}{2.5\times10^{-5}}=0.549\ \text{nm}.
\]

The full function gives \(\Phi=9.22\), and

\[
d_{50}=2\times0.549\ \text{nm}\times9.22=10.1\ \text{nm}\quad(1.01\times10^{-8}\ \text{m}).
\]

The dense law alone would give \(\Phi=11.9\), so this beam is near that regime but not in its limit. A direct simulation with randomly placed neighbours gives 10.1 nm as well. The distribution has a broad halo: 11% of the electrons land beyond three median radii, against 0.2% for a Gaussian.

The smooth part is of similar size. At the beam edge the mean displacement is \(2N\times0.549=10.1\) nm, equivalent to a defocus of \(10.1\ \text{nm}/0.005=2.0\) µm. Its closeness to \(d_{50}\) is a coincidence of these numbers, since the two depend differently on \(N\).

For electrons starting anywhere in the disc, the simulated \(d_{50}\) is 15.3 nm before refocusing and 7.8 nm after the best refocusing. About half survives at this current; the fraction is about two thirds at 0.1 µA and about 0.4 at 3 µA. The remainder is smaller than the on-axis value. The best correction is roughly 0.8 of the mean-field defocus (0.84 in this run, with an uncertain second digit because the minimum is shallow): the correction that minimises the median need not be the one that cancels the mean.

A thought experiment identifies the cause. Replace each neighbour by \(M_s\) independent pieces of charge \(e/M_s\), at the same total current, and leave the test electron unchanged. Each displacement is divided by \(M_s\) while the number of sources is multiplied by \(M_s\), so the mean field is the same. The blur becomes proportional to \(\Phi(M_sN)/M_s\), which falls as \(M_s^{-1/3}\) in the dense limit. For \(M_s=8\) the simulation gives 5.8 nm instead of 10.1 nm. In a dilute beam, where \(\Phi\propto N^3\), the first divisions raise the median instead; it peaks near \(M_sN\approx2\), where \(\Phi\) grows in proportion to \(N\), and falls beyond that. A perfectly smooth charge would leave no random blur; the blur comes from the current arriving as discrete electrons.

## Throughput against blur

For a dose \(D_e\), the beam-on time per exposed area is \(t=D_e/I\). The table and the budgets below use the on-axis \(d_{50}\); the whole beam after best refocusing gives about 0.7 to 0.8 of these values over the same currents. With \(D_e=100\) µC/cm² and the column fixed:

| \(I\) (µA) | \(d_{50}\) (nm) | local exponent \(p\) | \(t\) (s/cm²) |
|---|---|---|---|
| 0.1 | 1.07 | 1.45 | 1000 |
| 0.3 | 3.70 | 0.92 | 333 |
| 1 | 10.1 | 0.78 | 100 |
| 3 | 23.1 | 0.73 | 33 |

Here \(p=d\ln d_{50}/d\ln I\). Locally \(d_{50}\propto I^p\) and \(I\propto1/t\), hence

\[
t\propto d_{50}^{-1/p}.
\]

At 1 µA, halving the blur would cost a factor \(2^{1/0.779}=2.43\) in time if \(p\) stayed constant. Because \(p\) rises as the current falls, the actual price is a little lower. Going from a 10 nm to a 5 nm budget takes the current from 0.98 to 0.42 µA and the time from 102 to 238 s/cm², a factor of 2.34.

## What a change of column can buy

The trade-off is not a universal limit on current. From \(d_{50}\propto r_c\,\alpha^{-2}\Phi(N)\) with \(N\propto I\alpha f/(\gamma v)\), the dense limit gives

\[
d_{50}\propto r_c\,\alpha^{-4/3}\Big(\frac{If}{\gamma v}\Big)^{2/3}.
\]

Three changes at 1 µA, each made alone from the 10.1 nm case, give:

- half-angle 10 mrad instead of 5 mrad: 4.3 nm;
- distance 20 mm instead of 40 mm: 5.8 nm;
- energy 100 keV instead of 50 keV: 3.6 nm, without counting any change in the dose the resist needs.

With perfect lenses a wider angle would be the natural remedy at this current, and it would also reduce diffraction. The remedy is not general. At fixed current, energy and distance, \(N\) grows in proportion to \(\alpha\), so in the dilute limit \(d_{50}\propto\alpha^{-2}\alpha^3=\alpha\), and a wider angle increases the Coulomb blur. Real lenses resist it. For spherical and chromatic coefficients equal to \(f\), and an energy spread of 1 eV, the spherical disc of least confusion is 2.5 nm and the chromatic width 4.2 nm at 5 mrad. They grow as \(\alpha^3\) and \(\alpha\). Doubling the angle brings them to about 20 nm and 8 nm. These are full widths, whereas \(d_{50}\) holds only half the electrons, so the figures cannot simply be added or subtracted. They do show what limits a wider angle: the spherical term grows eightfold when the angle doubles.

## The model beside a real mask writer

The parameters are rough values in the regime of a 50 keV variable-shaped-beam mask writer. A current of 1 µA in a spot of radius 0.25 µm means about 500 A/cm²; 3 µA in the same spot would mean about 1500 A/cm², a demanding value. At fixed current density the current grows with the area of the shot, so in this model large shots are blurred more than small ones. The times in the table omit settling and stage motion.

The largest omission estimated here is that of interactions above the last lens. Adding 40 mm of parallel beam above it raises \(d_{50}\) at 1 µA from 10.1 to 18.2 nm. The 10 nm figure therefore describes the final section, not a whole column. Crossovers higher up, and the energy spread produced by axial repulsion, are left out.

The other omissions estimated here are smaller at 1 µA. Diffraction has \(d_{50}=0.57\) nm. Forward scattering in 100 nm of resist is about 2.5 nm by a rough empirical rule. The path difference between axial and edge rays is 0.5 µm, small against the 20 µm spacing. Secondary electrons and acid diffusion in the resist add blur that is not estimated here. Counting noise is separate: a 10 nm square receives 624 electrons on average, with 4% fluctuation, and this depends on the dose, not on the current.

These sizes give only a rough idea of when the trade-off matters, because the aberration figures are full widths and not half-electron diameters. At 1 µA the Coulomb blur of the final section exceeds each of the estimated aberration and scattering widths, and further current is paid for in blur. At 0.1 µA it has fallen to 1.1 nm, and the other contributions can no longer be ignored. That figure still leaves out the interactions above the lens, so it does not show that current can be added freely in a whole column. The numerical output below lists the values used.

## Computed values

```
beam energy 50 keV, half-angle 5 mrad
lens-to-wafer distance 40 mm, beam radius at lens 200 um
dose 100 uC/cm2, shaped-spot radius 0.25 um
Lorentz factor 1.0978, speed 1.2372e+08 m/s
r_c 13.728 fm, blur unit r_c/alpha^2 0.5491 nm
mean axial spacing in the lab at 1 uA 19.82 um
N at 1 uA 9.190, Phi(N) 9.223
dense limit: M 0.9298, G 1.1174, Phi/N^(2/3) 2.7062
dilute limit: a 1.1479, Phi/N^3 5.1432
exponent at N=0.003: 3.000; at N=1e5: 0.670
current uA | N | d50 nm | local exponent | time s/cm2
  0.1 | 0.919 | 1.072 | 1.450 | 1000.0
  0.3 | 2.757 | 3.704 | 0.922 | 333.3
  1.0 | 9.190 | 10.129 | 0.779 | 100.0
  3.0 | 27.571 | 23.137 | 0.731 | 33.3
budget d50 = 5 nm: current 0.420 uA, time 237.9 s/cm2
budget d50 = 10 nm: current 0.984 uA, time 101.7 s/cm2
time factor for half the blur, 2^(1/p) at 1 uA: 2.43
d50 at 1 uA, half-angle 10 mrad: 4.289 nm
d50 at 1 uA, distance 20 mm, 5 mrad: 5.794 nm
d50 at 1 uA, energy 100 keV: 3.612 nm
Monte Carlo d50 on axis at 1 uA: 10.073 nm
Monte Carlo / formula at N=0.2: 0.978
fraction beyond 3 median radii: 0.1097 (Monte Carlo 0.1091)
same fraction for a Gaussian: 0.0020
charges split in 8, Monte Carlo d50: 5.784 nm
mean-field edge displacement at 1 uA: 10.093 nm
mean-field defocus at 1 uA: 2.019 um
Monte Carlo mean slope / formula: 1.008
whole-beam d50 before refocus: 15.317 nm
whole-beam d50 after best refocus: 7.794 nm
best refocus / mean-field defocus: 0.84
median N-body deviation from summed kicks: 0.375 %
neglected: d50 with 40 mm parallel beam above lens 18.190 nm
neglected: diffraction d50 0.573 nm
neglected: chromatic width, Cc = f, 1 eV spread 4.19 nm
neglected: spherical least disc, Cs = f 2.50 nm
neglected: axial path difference f alpha^2/2 0.50 um
neglected: forward scattering, 100 nm resist, rough 2.5 nm
neglected: electrons per 10 nm square 624, noise 4.0 %
```
